\section*{Commensurate twist angles and primitive cells of identical triangular layers}

An atomistic band calculation for a twisted bilayer that relies on Bloch's theorem needs a periodic cell, which can be labelled by two integers. The choice of these integers fixes the twist angle and the number of sites in the Hamiltonian. If the cell is larger than the true period, the calculation carries redundant sites and every band appears folded several times. One therefore needs to know which angles admit a periodic cell at all, and whether the cell built from a given pair of integers is the smallest one.

Take two rigid, unstrained layers with the same triangular translation lattice $L$, generated by
\begin{equation}
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).
\end{equation}
The second layer is rotated counterclockwise by $\theta$ about a common lattice point. The twist is commensurate if the two lattices share a nonzero translation. Sliding one layer afterwards changes the stacking but not the translations that map each layer onto itself, so it affects neither which angles are commensurate nor the size of the common cell. The same holds for the number of atoms per layer cell, provided that $L$ contains all translations of the layer.

Measure lengths in units of $a$ and write $x\mathbf a_1+y\mathbf a_2$ as the complex number $x+y\omega$, with $\omega=e^{i\pi/3}$ and integer $x,y$. Since $\omega^2=\omega-1$ and $\bar\omega=1-\omega$, products and complex conjugates of elements of $L$ are again in $L$. The squared length is
\begin{equation}
|x+y\omega|^2=x^2+xy+y^2 ,
\end{equation}
because $\omega+\bar\omega=1$. Multiplication by $\omega$ is a rotation by $60^\circ$ and maps $L$ onto itself. Two consequences follow. Angles that differ by $60^\circ$ give the same rotated lattice, so it suffices to treat $0<\theta<60^\circ$; at $\theta=0$ the lattices coincide. Also, if $z$ is a shared vector, so is $\omega z$, and one shared vector already guarantees a two-dimensional common lattice.

Commensurate twists are easy to produce. For integers $n>m\ge1$ let
\begin{equation}
p=m+n\omega,\qquad \omega\bar p=m\omega+n\omega\bar\omega=n+m\omega,\qquad N=|p|^2=m^2+mn+n^2 .
\end{equation}
The vectors $p$ and $\omega\bar p$ both lie in $L$ and have equal length. The rotation that carries the second into the first is
\begin{equation}
e^{i\theta}=\frac{p}{\omega\bar p}=\frac{p^2\bar\omega}{N}
=\frac{m^2\bar\omega+2mn+n^2\omega}{N},
\label{rot}
\end{equation}
where the fraction was multiplied by $p/p$ and $1/\omega=\bar\omega$ was used. Since $\omega$ and $\bar\omega$ have real part $\tfrac12$ and imaginary parts $\pm\sqrt3/2$,
\begin{equation}
\cos\theta=\frac{m^2+4mn+n^2}{2N},\qquad
\sin\theta=\frac{\sqrt3\,(n^2-m^2)}{2N}.
\label{angle}
\end{equation}
Equation (\ref{rot}) also says that $\theta=2\arg p-60^\circ$. From $\tan(\arg p)=\sqrt3\,n/(2m+n)$, which increases with $n/m$ from $1/\sqrt3$ at $n=m$ towards $\sqrt3$, the condition $n>m\ge1$ means $30^\circ<\arg p<60^\circ$. The angle therefore lies between $0$ and $60^\circ$.

No other commensurate angles exist. Suppose that $z=e^{i\theta}w$ with nonzero $z,w\in L$ and $0<\theta<60^\circ$. A vector of $L$ pointing along $\theta/2+30^\circ$ is needed, and it can be built from $z$ and $w$:
\begin{equation}
P=(w+\omega z)\bar w=|w|^2\left(1+e^{i(\theta+60^\circ)}\right)
=2|w|^2\cos\!\left(\frac{\theta}{2}+30^\circ\right)e^{i(\theta/2+30^\circ)} .
\end{equation}
The first form shows that $P$ lies in $L$. The last shows that it is nonzero and has the required direction, since the cosine is positive. Division of the two coordinates of $P$ by their greatest common divisor gives $p=m+n\omega$ with coprime $m,n$. Its direction lies between $30^\circ$ and $60^\circ$, hence $n>m\ge1$, and $e^{i\theta}=e^{2i\arg p}\bar\omega$ is again Eq.~(\ref{rot}). A ray from the origin contains one coprime pair at most, so commensurate angles in this interval and coprime pairs $n>m\ge1$ correspond one to one.

Two properties of the set of angles can be read off. A commensurate angle has a rational cosine, so $30^\circ$, with cosine $\sqrt3/2$, is excluded. On the other hand, $\theta$ is a continuous, increasing function of $n/m$, and the rationals are dense, so there are commensurate angles arbitrarily close to any angle. Angles that lie close together can, however, have cells of very different size.

Each pair gives a common cell spanned by $p$ and $\omega p$, or
\begin{equation}
\mathbf t_1=m\mathbf a_1+n\mathbf a_2,\qquad
\mathbf t_2=-n\mathbf a_1+(m+n)\mathbf a_2 .
\label{cell}
\end{equation}
The determinant of the coefficients is $m(m+n)+n^2=N$, so this cell contains $N$ cells of each layer. Whether it is primitive depends on the full lattice $S$ of shared vectors.

Let $m,n$ be coprime. A vector $z\in L$ is shared if $z=e^{i\theta}w'$ with $w'\in L$. Inserting $e^{i\theta}=p/(\omega\bar p)$ and setting $w=\bar\omega w'$, which is also in $L$, turns this into
\begin{equation}
z\bar p=pw,\qquad w\in L .
\label{shared}
\end{equation}
Every $z=pq$ with $q\in L$ satisfies it, with $w=\bar p q$. These are the vectors generated by Eq.~(\ref{cell}), so $pL\subseteq S$.

To bound $S$ from the other side, define $\lambda=\omega-\bar\omega=2\omega-1=i\sqrt3$. Then
\begin{equation}
p-\bar p=n\lambda,\qquad
\omega\bar p-\bar\omega p=(n+m\omega)-(n+m\bar\omega)=m\lambda .
\end{equation}
Because $m$ and $n$ are coprime, there are integers $r,s$ with $rm+sn=1$. Adding $r$ times the second relation to $s$ times the first gives
\begin{equation}
\lambda=\alpha p+\beta\bar p,\qquad \alpha=s-r\bar\omega,\quad \beta=r\omega-s ,
\end{equation}
with $\alpha,\beta\in L$. Multiply by a shared vector $z$ and use Eq.~(\ref{shared}):
\begin{equation}
\lambda z=\alpha pz+\beta\bar pz=p(\alpha z+\beta w).
\end{equation}
The bracket belongs to $L$, so $z$ belongs to $(p/\lambda)L$, and
\begin{equation}
pL\subseteq S\subseteq \frac{p}{\lambda}L .
\end{equation}
The outer lattices have cell areas in the ratio $|\lambda|^2=3$. The index of $pL$ in $S$ times the index of $S$ in $(p/\lambda)L$ is thus $3$, a prime, and $S$ must equal one of the two bounds.

If $S=(p/\lambda)L$, then $p/\lambda$ is a shared vector and lies in $L$. Conversely, suppose that $q=p/\lambda$ lies in $L$. For any $v\in L$ the vector $z=qv$ is in $L$, and since $\bar\lambda=-\lambda$,
\begin{equation}
w=\frac{z\bar p}{p}=\frac{v\bar p}{\lambda}=-v\bar q\in L ,
\end{equation}
so $z$ is shared and $S=(p/\lambda)L$. The decision rests on whether $p/\lambda$ has integer coordinates. With $1/\lambda=\bar\lambda/3=(1-2\omega)/3$,
\begin{equation}
\frac{p}{\lambda}=\frac{m+(n-2m)\omega-2n\omega^2}{3}
=\frac{(m+2n)-(2m+n)\omega}{3}.
\end{equation}
Here $m+2n=3n-(n-m)$ and $2m+n=3m+(n-m)$. Both are divisible by $3$ if and only if $n-m$ is. In that case multiplication by $\omega$ gives a convenient primitive vector,
\begin{equation}
\mathbf T_1=\frac{(2m+n)\mathbf a_1+(n-m)\mathbf a_2}{3},
\label{reduced}
\end{equation}
and the second is $\mathbf T_1$ turned by $60^\circ$.

If $m$ and $n$ have the greatest common divisor $g$, the angle depends on $m/g$ and $n/g$ alone, while $N$ is $g^2$ times larger than for the reduced pair. The number $\Sigma$ of layer cells in the primitive common cell is therefore
\begin{equation}
\Sigma=\frac{N}{g^2c},\qquad
c=\begin{cases}3,&3\text{ divides }(n-m)/g,\\1,&\text{otherwise.}\end{cases}
\label{sigma}
\end{equation}
The constructed cell is primitive exactly when $g=1$ and $3$ does not divide $n-m$. Coprimality by itself is not sufficient.

The pair $(1,4)$ shows this. It is coprime, has $N=1+4+16=21$ and $\theta=38.21^\circ$, but $n-m=3$. Equation (\ref{reduced}) gives $\mathbf T_1=2\mathbf a_1+\mathbf a_2$, with squared length $4+2+1=7$, so the primitive cell has $7$ layer cells. The pair $(2,4)$ fails for the other reason: $g=2$, $N=28$, and its cell holds four copies of the seven-cell unit of $(1,2)$.

Both parts of the result were tested from the definition. A search through all pairs of equally long lattice vectors with squared length up to $400a^2$ found $106$ distinct angles between $0$ and $60^\circ$. They are the $106$ angles that Eq.~(\ref{angle}) gives for coprime pairs with $\Sigma\le400$, and the shortest shared vector has squared length $\Sigma a^2$ each time. For the $66$ pairs with $1\le m<n\le12$, the shared points inside the constructed cell were counted, and the count was $g^2c$.

The factor $3$ has a geometrical origin. Reversing the sense of the twist gives the mirror image of the bilayer lattice, and a further turn by $60^\circ$ changes nothing, so $\theta$ and $60^\circ-\theta$ describe mirror-related lattices. The pair for $60^\circ-\theta$ must point along $(60^\circ-\theta)/2+30^\circ=90^\circ-\arg p$, which is the direction of
\begin{equation}
\lambda\bar p=(2\omega-1)(m+n-n\omega)=(n-m)+(2m+n)\omega .
\end{equation}
For coprime $m,n$, a common divisor of these coordinates divides $(2m+n)-(n-m)=3m$ and $(2m+n)+2(n-m)=3n$, and hence divides $3$. If $3$ does not divide $n-m$, the partner is $(n-m,2m+n)$; its difference is $3m$, so its cell is reducible. If $3$ divides $n-m$, the coordinates are divided by $3$ and the difference becomes $m$. This is not a multiple of $3$, since otherwise $n$ would be one too. Each mirror pair thus has one member whose constructed cell is primitive, and both members have the same $\Sigma$. The pairs $(1,3)$ at $32.20^\circ$ and $(2,5)$ at $27.80^\circ$ are an example, with $N=13$ and $39$ but $\Sigma=13$ for both. With two sites per layer cell, the two bilayers can differ electronically, although their translation lattices still correspond. In a honeycomb layer, a $60^\circ$ turn about a hexagon centre exchanges the two sites, which matters if they are unlike. A $60^\circ$ turn about an atom also shifts the layer, which can change the stacking even if the sites are alike.

The common cell must be distinguished from the moir\'e cell, the period of the beat between the layers. From Eq.~(\ref{angle}),
\begin{equation}
4\sin^2\frac\theta2=2-2\cos\theta=\frac{2N-m^2-4mn-n^2}{N}=\frac{(n-m)^2}{N}.
\end{equation}
The beat has the wave vectors $\mathbf G_j=\mathbf g_j-R\mathbf g_j$, where $R$ is the rotation by $\theta$ and $\mathbf g_j$ are the shortest reciprocal vectors of $L$. They are shorter than $\mathbf g_j$ by the factor $2\sin(\theta/2)$, so the moir\'e side is
\begin{equation}
L_M=\frac{a}{2\sin(\theta/2)}=\frac{a\sqrt N}{n-m}.
\label{moire}
\end{equation}
For coprime pairs the primitive cell has side $a\sqrt{N/c}$ and contains $(n-m)^2/c$ moir\'e cells. This reading applies for $\theta<30^\circ$; above that, the mirror partner gives the longer beat. A shared translation $\mathbf T$ satisfies $\mathbf g_j\cdot\mathbf T=2\pi\times$integer and, because $R^{-1}\mathbf T$ is in $L$, also $R\mathbf g_j\cdot\mathbf T=2\pi\times$integer. Hence any atomic relaxation composed of the harmonics $\mathbf G_j$ keeps the common cell. A distortion that breaks these translations spontaneously would enlarge it or, if incommensurate with it, leave no common cell at all.

Two limits show how the cell grows. For $n=m+1$ and large $m$, $N=3m^2+3m+1$ and $\theta\simeq1/(\sqrt3\,m)$ in radians: the cell holds one moir\'e cell and grows as $\Sigma\simeq1/\theta^2$. For $m=1$ and large $n$, the angle approaches $60^\circ$. The partner relation then gives $2\sin[(60^\circ-\theta)/2]=\sqrt{3/N}\simeq\sqrt3/n$, so this is a small twist away from the other aligned position. Its cell holds three of the long moir\'e cells if $3$ does not divide $n-1$, and one if it does.

For numbers, take $a=0.25$ nm, a rough value for graphene, and two sites per layer cell. The pair $(31,32)$ has $N=961+992+1024=2977$, and it is primitive. Its angle is $1.050^\circ$, its side $0.25\sqrt{2977}=13.64$ nm, and the bilayer has $4\times2977=11908$ sites per cell. The pair $(63,65)$, at $1.034^\circ$, is also primitive, but $n-m=2$, so its cell contains four moir\'e cells and $49156$ sites. The pair $(94,97)$, at $1.039^\circ$, has $N=27363$ and $n-m=3$. The constructed side of $41.35$ nm shrinks to a primitive side of $23.88$ nm, with $\Sigma=27363/3=9121$ and $36484$ sites. Using the constructed cell would triple the matrix dimension and fold each band three times, with no new information.

Over these three angles the moir\'e side changes from $13.64$ to $13.86$ nm, or $1.6\%$ of the smaller value, while the primitive area changes fourfold. The area matters when a carrier density is converted to a filling. Two electrons per primitive cell, the capacity of one spin-degenerate band, correspond to $1.24\times10^{12}$, $3.01\times10^{11}$ and $4.05\times10^{11}$ cm$^{-2}$ for the three pairs in the order given. Where folded bands overlap in energy, these electrons can spread over more than one band. In graphene the two valleys also give overlapping bands, so at small angles filling the lowest conduction bands from neutrality takes four electrons per moir\'e cell, not two. Per moir\'e cell, the last two become $4\times3.01\times10^{11}=1.20\times10^{12}$ and $3\times4.05\times10^{11}=1.22\times10^{12}$ cm$^{-2}$, close to the first. A continuum model in which position enters only through the harmonics $\mathbf G_j$ has the moir\'e period and does not see the jumps in $\Sigma$. In an atomistic model the atoms still repeat only with the common cell, even if their displacements contain no other harmonics.

Insisting on a particular angle can be expensive. Within $0.002^\circ$ of $1.10^\circ$ the smallest cell belongs to $(148,153)$, at $1.099^\circ$, with $\Sigma=67957$ and a side of $65.2$ nm. The search covered coprime pairs with $n-m\le12$, which suffice because a common factor does not change the angle. Coprime pairs with larger differences cannot do better, because for them $\Sigma\ge(n-m)^2/[12\sin^2(\theta/2)]$ exceeds $1.5\times10^5$ there. If the quantity of interest varies slowly with angle, a nearby pair with $n-m=1$ is the economical choice. Here the nearest such pairs lie at $1.085^\circ$ and $1.121^\circ$, a spacing that can be too coarse for graphene, whose narrow bands near $1.1^\circ$ change quickly with angle.

Real graphene bilayers near $1^\circ$ break the assumptions of rigid, equally strained layers and a uniform angle. For $(31,32)$, a uniaxial strain of $0.2\%$ in the second layer along its own $\mathbf a_1$ direction, a rough typical size, with Poisson ratio $0.2$, changes the three equal moir\'e sides of $13.64$ nm to $12.94$, $13.69$ and $14.49$ nm, shifts of up to about $6\%$. The sensitivity arises because $|\mathbf G_j|$ is just $0.018|\mathbf g_j|$, so a strain of $0.002$ is not small beside it. The classification by pairs no longer applies to such layers, nor to layers with different lattice constants. A twist error of $0.01^\circ$ displaces the registry by $0.175$ nm over $1000$ nm, and by one lattice constant over about $1.4\,\mu$m. A commensurate cell is then a local approximant to the device, not its exact period.

Relaxation can be estimated by balancing shear against stacking energy. Let the stacking energy per area be $2V_1\sum_j\cos(\mathbf g_j\cdot\boldsymbol\delta)$, with relative shift $\boldsymbol\delta$ and three $\mathbf g_j$ at $120^\circ$. It ranges from $6V_1$ to $-3V_1$; a rough range of $0.35$ eV/nm$^2$ gives $V_1=0.039$ eV/nm$^2$. Take the relative displacement $\mathbf u=A\sum_j\hat{\mathbf g}_j\sin(\mathbf G_j\cdot\mathbf r)$, half in each layer. At small $\theta$, $\mathbf G_j$ is nearly perpendicular to $\mathbf g_j$, so the deformation is shear. With shear modulus $\mu$ per layer, $g=|\mathbf g_j|$ and $k=2g\sin(\theta/2)$, the mean energy to first order in the stacking term is
\begin{equation}
E(A)=\tfrac38\mu k^2A^2-3V_1gA,\qquad
A=\frac{4V_1g}{\mu k^2}=\frac{4V_1}{\mu g[2\sin(\theta/2)]^2}.
\end{equation}
For $\mu=900$ eV/nm$^2$ this gives $0.018$ nm at $1.05^\circ$. Minimizing with the full cosines, for the same displacement pattern, gives $0.014$ nm, or $5.6\%$ of $a$. The linear formula is too large there because $gA\simeq0.5$ is not small; at $5.09^\circ$ the two values agree within $1\%$. This one-amplitude estimate of the relative in-plane shift leaves out corrugation of the layers, depends on the rough stacking range and is not a full relaxation, but it shows that near $1^\circ$ the atomic positions inside the cell need correction even where the cell itself is retained. The numerical output lists $\theta$, $N$ and $\Sigma$ for the coprime pairs with $n\le5$.

\section*{Computed results}
\begin{verbatim}
lattice constant a = 0.25 nm
search: shared vectors up to length^2 = 400 a^2
distinct angles found = 106, predicted = 106
constructed cells checked by point count = 66
small coprime pairs: theta, N, Sigma, constructed cell primitive?
(1,2): 21.7868 deg, N=7, Sigma=7, yes
(1,3): 32.2042 deg, N=13, Sigma=13, yes
(2,3): 13.1736 deg, N=19, Sigma=19, yes
(1,4): 38.2132 deg, N=21, Sigma=7, no
(3,4): 9.4300 deg, N=37, Sigma=37, yes
(1,5): 42.1034 deg, N=31, Sigma=31, yes
(2,5): 27.7958 deg, N=39, Sigma=13, no
(3,5): 16.4264 deg, N=49, Sigma=49, yes
(4,5): 7.3410 deg, N=61, Sigma=61, yes
(1,4) primitive vectors: (2,1), (-1,3)
(2,4): N=28, Sigma=7, primitive cells inside=4
pair (31,32): theta = 1.0501 deg
  N = 2977, Sigma = 2977, moire cells inside = 1
  constructed side = 13.640 nm, primitive side = 13.640 nm
  moire side = 13.640 nm, sites (two per layer cell) = 11908
  primitive area = 161.13 nm^2, two electrons per cell = 1.241e+12 cm^-2
pair (63,65): theta = 1.0337 deg
  N = 12289, Sigma = 12289, moire cells inside = 4
  constructed side = 27.714 nm, primitive side = 27.714 nm
  moire side = 13.857 nm, sites (two per layer cell) = 49156
  primitive area = 665.16 nm^2, two electrons per cell = 3.007e+11 cm^-2
pair (94,97): theta = 1.0391 deg
  N = 27363, Sigma = 9121, moire cells inside = 3
  constructed side = 41.354 nm, primitive side = 23.876 nm
  moire side = 13.785 nm, sites (two per layer cell) = 36484
  primitive area = 493.69 nm^2, two electrons per cell = 4.051e+11 cm^-2
target angle = 1.10 deg, window = +/-0.002 deg
smallest cell there: pair (148,153), Sigma = 67957
  theta = 1.09896 deg, side = 65.17 nm
neglected effects for (31,32), rough inputs:
uniaxial strain between layers = 0.2 %, Poisson ratio = 0.2
  strained moire sides = 12.94, 13.69, 14.49 nm
twist error = 0.01 deg, device length = 1000 nm
  registry drift over device = 0.175 nm
  length for a drift of one a = 1432 nm
shear modulus = 900 eV/nm^2, Lame lambda = 350 eV/nm^2
stacking energy range = 0.35 eV/nm^2, V1 = 0.0389 eV/nm^2
relaxation at 5.086 deg: linear 0.000756 nm, minimized 0.000753 nm
relaxation at 1.050 deg: linear 0.0177 nm, minimized 0.0140 nm
  minimized amplitude / a = 5.6 %
\end{verbatim}
